# TE modes of a lamellar grating and the Kronig-Penney condition

## A uniform layer seen as a grating

Take a uniform layer of relative permittivity $\varepsilon$, invariant along $y$ and unbounded in $x$, and let $z$ be the direction of depth. Fields vary in time as $e^{-i\omega t}$, and $k_0=\omega/c$. A wave with its electric field along $y$,

$$E_y=e^{iqx}e^{i\gamma z},$$

satisfies the wave equation if $q^2+\gamma^2=k_0^2\varepsilon$.

Now pretend that the layer has a period $d$ in $x$, and ask for all waves that gain the phase $k_xd$ over a period. Then $e^{iqd}=e^{ik_xd}$, so $q=k_x+2\pi m/d$ with integer $m$, and

$$\gamma_m^2=k_0^2\varepsilon-\left(k_x+\frac{2\pi m}{d}\right)^2. \tag{1}$$

These are the diffraction orders. With $\beta=\sqrt{k_0^2\varepsilon-\gamma^2}$, the whole list is contained in one equation,

$$\cos\beta d=\cos k_xd, \tag{2}$$

because equal cosines mean $\beta=\pm(k_x+2\pi m/d)$. An electron in a constant potential, described with an artificial period, obeys the same equation, $\beta$ being its wavenumber. When the layer is cut into lines, the left side of (2) changes and the right side stays. The electron keeps pace if its potential becomes a row of square wells.

## The wave equation in the lines

Let each period $d=a+b$ hold a ridge of width $a$ and permittivity $\varepsilon_1$ and a groove of width $b$ and permittivity $\varepsilon_2$. The walls are vertical, the materials isotropic and nonmagnetic, and the grating infinite in $x$. The plane of incidence is perpendicular to the lines. TE means that the electric field lies along the lines. A mode has a fixed profile across the lines:

$$E_y=u(x)e^{i\gamma z},\qquad u(x+d)=e^{ik_xd}u(x). \tag{3}$$

The second condition is imposed by the incident wave. In air at angle $\theta$ it has $k_x=k_0\sin\theta$, and the periodic structure preserves its phase step.

The equation $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ gives, with the factor $e^{i\gamma z}$ omitted,

$$H_x=-\frac{\gamma u}{\omega\mu_0},\qquad H_z=\frac{u'}{i\omega\mu_0}. \tag{4}$$

The $y$ component of $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E$ is $i\gamma H_x-H_z'=-i\omega\varepsilon_0\varepsilon u$. Inserting (4) and multiplying by $i\omega\mu_0$ gives $\gamma^2u-u''=k_0^2\varepsilon u$, since $\omega^2\mu_0\varepsilon_0=k_0^2$. Hence

$$u''+\left[k_0^2\varepsilon(x)-\gamma^2\right]u=0. \tag{5}$$

At a wall the tangential fields $E_y$ and $H_z$ are continuous. By (4), and because $\mu_0$ is the same on both sides, $u$ and $u'$ are both continuous. These are also the matching conditions for an electron of uniform mass. In the other polarization $H_y$ takes the place of $u$. Its tangential partner is $E_z\propto H_y'/\varepsilon$, so the slope of $H_y$ jumps at a wall and the mapping below does not apply.

## From one slab to one period

Within material $j$, put

$$\beta_j^2=k_0^2\varepsilon_j-\gamma^2. \tag{6}$$

The solution of (5) with starting values $u(0)$ and $u'(0)$ is $u(x)=u(0)\cos\beta_jx+u'(0)\sin(\beta_jx)/\beta_j$. Evaluating it and its derivative at the far side of a slab of width $w_j$ gives the matrix that carries $(u,u')$ across:

$$M_j=\begin{pmatrix}\cos\beta_jw_j&\sin(\beta_jw_j)/\beta_j\\-\beta_j\sin\beta_jw_j&\cos\beta_jw_j\end{pmatrix}. \tag{7}$$

Its determinant is $\cos^2+\sin^2=1$. Every entry is even in $\beta_j$, so the sign chosen for the square root is immaterial.

Continuity lets us multiply the matrices. With $w_1=a$, $w_2=b$, a full period is carried by $M=M_2M_1$. Its diagonal entries are

$$M_{11}=\cos\beta_1a\cos\beta_2b-\frac{\beta_1}{\beta_2}\sin\beta_1a\sin\beta_2b,$$

$$M_{22}=\cos\beta_1a\cos\beta_2b-\frac{\beta_2}{\beta_1}\sin\beta_1a\sin\beta_2b.$$

The Bloch condition (3) says that $(u,u')$ is an eigenvector of $M$ with eigenvalue $\lambda=e^{ik_xd}$. Since $\det M=1$, the characteristic equation is $\lambda^2-\lambda\,\mathrm{tr}M+1=0$. Division by $\lambda$ gives $\mathrm{tr}M=\lambda+1/\lambda=2\cos k_xd$. Half the sum of the diagonal entries therefore satisfies

$$\cos\beta_1a\cos\beta_2b-\frac12\left(\frac{\beta_1}{\beta_2}+\frac{\beta_2}{\beta_1}\right)\sin\beta_1a\sin\beta_2b=\cos k_xd. \tag{8}$$

Conversely, if (8) holds, $e^{ik_xd}$ is an eigenvalue of $M$. Its eigenvector supplies starting values, and (5) extends them to a mode. Equation (8) is thus necessary and sufficient, for complex permittivities as well. It is exact for the ideal layer described above. It fixes the modes but not the reflectance, which also requires matching at the top and bottom of the layer.

If one $\beta_j$ vanishes, the second term is read as

$$-\frac12(\beta_1^2+\beta_2^2)\,\frac{\sin\beta_1a}{\beta_1}\,\frac{\sin\beta_2b}{\beta_2},$$

where $\sin(\beta w)/\beta\to w$. Nothing singular happens there. For $\varepsilon_1=\varepsilon_2$ the bracket in (8) equals 2, the left side becomes $\cos\beta(a+b)$, and (2) returns.

## Which values of $\gamma^2$ occur

Let $\varepsilon$ and $k_x$ be real. Multiply (5) by $u^*$ and integrate over a period. In the integration by parts the boundary term $[u^*u']$ vanishes, because the Bloch phases of $u^*$ and $u'$ cancel. This leaves

$$\gamma^2\int|u|^2dx=k_0^2\int\varepsilon|u|^2dx-\int|u'|^2dx. \tag{9}$$

The right side is real, so $\gamma^2$ is real. For $\varepsilon_1>\varepsilon_2$ it is also less than $k_0^2\varepsilon_1$. Equality would need $u=0$ throughout the groove, and continuity of $u$ and $u'$ would then make $u$ vanish everywhere.

There is no lower bound. For large negative $\gamma^2$ write the bracket in (8) as $2+(\beta_1-\beta_2)^2/(\beta_1\beta_2)$. The left side becomes

$$\cos(\beta_1a+\beta_2b)-\frac{(\beta_1-\beta_2)^2}{2\beta_1\beta_2}\sin\beta_1a\sin\beta_2b .$$

The last term dies away, since $\beta_1-\beta_2=k_0^2(\varepsilon_1-\varepsilon_2)/(\beta_1+\beta_2)$, while the argument of the cosine grows without limit. For $|\cos k_xd|<1$ the equation is therefore satisfied infinitely often. Modes with $\gamma^2>0$ propagate in depth. The infinitely many with $\gamma^2<0$ are evanescent.

## The electron

An electron of mass $m$ in a potential $V(x)$ obeys

$$\psi''+\frac{2m}{\hbar^2}\left[E-V(x)\right]\psi=0. \tag{10}$$

Let $V=0$ in the wells, of width $a$, and $V=V_0$ in the barriers, of width $b$. Equations (5) and (10) agree in both regions if

$$E=\frac{\hbar^2}{2m}(k_0^2\varepsilon_1-\gamma^2),\qquad V_0=\frac{\hbar^2k_0^2}{2m}(\varepsilon_1-\varepsilon_2). \tag{11}$$

The first equation is the match in the well. The second follows by subtracting the match in the barrier, $E-V_0=\hbar^2(k_0^2\varepsilon_2-\gamma^2)/2m$. The dictionary is

| Grating | Electron |
|---|---|
| $u$ | $\psi$ |
| $\beta_1$ | $q=\sqrt{2mE}/\hbar$ |
| $\beta_2$ | $i\kappa$, $\kappa=\sqrt{2m(V_0-E)}/\hbar$ |
| $k_x$ | crystal wavenumber $k$ |

For $E<V_0$ put $\beta_2=i\kappa$ in (8). The first term uses $\cos i\kappa b=\cosh\kappa b$. In the second, $\sin i\kappa b=i\sinh\kappa b$, and

$$\frac12\left(\frac{q}{i\kappa}+\frac{i\kappa}{q}\right)=\frac{i(\kappa^2-q^2)}{2q\kappa}.$$

The two factors $i$ give $-1$, which cancels the minus sign in (8):

$$\cos qa\cosh\kappa b+\frac{\kappa^2-q^2}{2q\kappa}\sin qa\sinh\kappa b=\cos kd. \tag{12}$$

This is the Kronig-Penney condition for barriers of finite height. Its first term is the first term of (8), its second is the second, and the right sides coincide.

The two problems are nevertheless used differently. The largest $\gamma$ corresponds to the lowest $E$. The frequency is fixed in the optical problem, and by (11) the barrier height scales as $\omega^2$ if the permittivities are held fixed. The angle of incidence selects $k$. The optical cut-off $\gamma=0$ lies at $E=\hbar^2k_0^2\varepsilon_1/2m$, where nothing special happens to the electron. For an absorbing ridge, use $\mathrm{Re}\,\varepsilon_1$ in (11) and add the potential $-i\hbar^2k_0^2\,\mathrm{Im}\,\varepsilon_1/2m$ in the well. Its negative sign removes electrons as absorption removes light.

## Two limits

**Wide grooves.** If $\kappa b\gg1$, both hyperbolic functions in (12) approach $e^{\kappa b}/2$. Dividing by this factor gives

$$\cos qa+\frac{\kappa^2-q^2}{2q\kappa}\sin qa\simeq2e^{-\kappa b}\cos kd. \tag{13}$$

With the right side set to zero, this is the condition for a single ridge acting as a waveguide, or for a single well. The right side is the coupling by tunnelling through the groove. It spreads each level into a band whose width, to leading order, is proportional to $e^{-\kappa b}$.

**Fine pitch.** Let $d$ shrink at fixed $a/d$, $k_0$ and $k_x$, and follow the mode whose $\gamma$ stays finite. To second order in the widths, the left side of (8) is

$$1-\tfrac12(\beta_1^2a^2+\beta_2^2b^2)-\tfrac12(\beta_1^2+\beta_2^2)ab=1-\tfrac12d(a\beta_1^2+b\beta_2^2).$$

The right side is $1-\frac12k_x^2d^2$. Hence $a\beta_1^2+b\beta_2^2=k_x^2d$, and with (6)

$$\gamma^2\simeq k_0^2\,\frac{a\varepsilon_1+b\varepsilon_2}{d}-k_x^2. \tag{14}$$

The grating then acts on this mode as a uniform layer with the averaged permittivity. The neglected terms in (8) are of order $d^4$. After division by $d^2$ they leave an error of order $d^2$ in $\gamma^2$.

## Silicon lines in air

Take lines 100 nm wide and 100 nm high at a pitch of 220 nm, with a wavelength of 633 nm and incidence at 65°. The silicon index is a rough $3.9+0.02i$. Without its imaginary part, $\varepsilon_1=15.21$, and $\varepsilon_2=1$. Then $k_0=0.009926$ nm$^{-1}$, $k_x=0.008996$ nm$^{-1}$, $k_xd=1.979$ and $\cos k_xd=-0.397$.

Write $W=(\gamma/k_0)^2$. The four largest roots of (8) are 11.076, 1.926, $-7.549$ and $-16.688$. Two modes propagate, with effective indices $\sqrt W=3.328$ and 1.388. As an independent test, (5) was diagonalized in 201 plane waves. All roots above $W=-40$ agreed with (8) to within $1.3\times10^{-6}$ in $W$.

For the first mode, (6) gives

$$\beta_1=k_0\sqrt{15.21-11.076}=0.02018\ \mathrm{nm^{-1}},$$

$$\kappa=k_0\sqrt{11.076-1}=0.03151\ \mathrm{nm^{-1}}.$$

The two terms of (8) are $-9.492$ and $9.095$, with sum $-0.397$ as required. For the second mode they are $-1.539$ and $1.142$, with the same sum.

For the electron, divide all lengths by 100, so that wells of 1.00 nm alternate with barriers of 1.20 nm. Wavenumbers grow by 100 and energies by $100^2$. With the free-electron mass, $V_0=0.5334$ eV. By (11) the lowest level is

$$E=V_0\frac{\varepsilon_1-W}{\varepsilon_1-\varepsilon_2}=0.5334\times\frac{4.134}{14.21}=0.1552\ \mathrm{eV},$$

and the second is 0.4987 eV. Solving (10) on a grid of 1100 points gave the lowest four levels with a largest relative difference of $5.8\times10^{-6}$ from the mapped values. The optical cut-off lies at 0.5710 eV, a little above the barrier top.

The bands show the effect of tunnelling. As $k_xd$ runs from 0 to $\pi$, the first mode moves from $W=11.216$ to 11.011, a width of 0.205. The second moves the other way, from 0.025 to 2.438, a width of 2.413. Its edge at 0.025 depends on the rough index: with 3.882 in place of 3.9 it lies at $-0.061$, and the second mode is then evanescent at normal incidence. A plane wave incident from air reaches only $k_xd<k_0d=2.18$, so no angle of incidence selects the last part of this range. At the chosen angle $\kappa b$ is 3.78 for the first mode and 1.15 for the second, so $e^{-\kappa b}$ is 0.023 and 0.32. This accounts for the order of the widths. Equation (13) is too crude for the second band, whose part with $W<1$ even lies above the electron's barrier in energy. Between $W=2.438$ and 11.011 no mode exists for real $k_x$.

The averaged permittivity (14) gives an index of 2.576, which is 23% below the exact first index, and it misses the second propagating mode. The expansion needs small phases, but here $\beta_1a=2.0$ and $\kappa b=3.8$ for the first mode. At pitches of 11 and 5.5 nm, with the same fill and $k_x$, halving the pitch reduced the error in $W$ by a factor of 4.00, as the $d^2$ law requires.

## Absorption and real lines

Let $\varepsilon$ change by $\delta\varepsilon$ and the mode become $\tilde u$, at the same real $k_x$. Multiply the new equation by the old $u^*$ and integrate by parts twice. The boundary terms cancel, and the old equation removes all unperturbed terms, leaving $\int(k_0^2\delta\varepsilon-\delta\gamma^2)u^*\tilde u\,dx=0$. To first order $\tilde u$ may be replaced by $u$, so

$$\mathrm{Im}\,W\simeq f\,\mathrm{Im}\,\varepsilon_1,\qquad f=\frac{\int_{\rm ridge}|u|^2dx}{\int_{\rm period}|u|^2dx}. \tag{15}$$

Here $\mathrm{Im}\,\varepsilon_1=2(3.9)(0.02)=0.156$. The fractions $f=0.894$ and 0.425 give $\mathrm{Im}\,W=0.1395$ and 0.0663, equal to the values from the complex roots of (8) to the digits shown. Since $\mathrm{Im}\,\gamma\simeq k_0\,\mathrm{Im}W/(2\sqrt W)$, the power decay lengths $1/(2\,\mathrm{Im}\,\gamma)$ are about 2400 and 2100 nm. The second mode has less field in silicon but decays faster, because its $\sqrt W$ is smaller. One pass through the height costs 4 to 5% of the power.

Silicon lines of this kind serve as scatterometry targets, whose reflected light is fitted to find the line shape. Among the effects sized here, and for the values assumed, sloping walls change the local mode indices most, but not the phase gathered over the full height. For an assumed wall angle of 88° and fixed pitch, the width varies by $\pm3.5$ nm about its middle value. The local index of the second mode then changes by $-0.130$ at the narrow top and $+0.121$ at the wide bottom, about 9%; the first changes by less than 1%. If each depth is treated as a local grating, the accumulated phases nearly cancel, leaving at most 0.002 rad relative to a vertical line of the middle width. The overlap of the first mode at the top with the second at the bottom is only 0.0035. It is small partly by symmetry, since at normal incidence the two modes have opposite parity about the ridge centre and the overlap vanishes. Overlaps with evanescent modes are larger, up to 0.036 between the second mode at the top and the third at the bottom. These estimates neither bound nor rank the changes in reflectance, which also depends on the matching at the top and bottom of the line. For these lines on a silicon substrate the TE reflectance is 0.526; the sloping walls change it by about 0.004, while the small shift in $k_x$ listed next for a finite pad changes it by about 0.02. Other changes in the second index are smaller: 0.012 for a rough 2 nm of oxide deposited on each wall with the silicon width unchanged (oxide grown from the line itself consumes about 0.9 nm of silicon per wall, and the change is then about $-0.05$), up to 0.028 for a focused beam spanning 60° to 70°, 0.008 for the shift $2\pi/L$ in $k_x$ associated with a pad of length $L=50$ µm, and 0.005 for 10 K of warming with a rough thermo-optic coefficient of $4\times10^{-4}$ K$^{-1}$. Roughness and rounded corners are not sized. Apart from the value for grown oxide, the overlap with the evanescent mode and the reflectances, these numbers are in the numerical output.

## Computed values

```
wavelength 633 nm, incidence 65 deg
ridge 100, groove 120, pitch 220 nm
line height 100 nm
silicon index (rough) 3.9 + 0.02i; lossless eps1 15.21
k0 = 0.009926 1/nm, kx = 0.008996 1/nm
Bloch phase kx d = 1.9791 rad, cosine -0.3971
largest relative half-trace error 8.3e-11
largest error of W against plane waves 1.3e-06
W = (gamma/k0)^2, first four: 11.0758 1.9258 -7.5494 -16.6882
number of propagating modes 2
effective index, modes 1, 2: 3.3280, 1.3877
B1, modes 1, 2 (1/nm): 0.020182, 0.036178
|B2|, modes 1, 2 (1/nm): 0.031508, 0.009551
grating first term, modes 1, 2: -9.492, -1.539
grating second term, modes 1, 2: 9.095, 1.142
electron first term, modes 1, 2: -9.492, -1.539
electron second term, modes 1, 2: 9.095, 1.142
band 1 edges in W (phase 0, pi): 11.2161, 11.0113
band 2 edges in W (phase pi, 0): 2.4377, 0.0251
averaged permittivity: W 6.6377, index 2.5764
fine-pitch error ratio on halving pitch 4.004
electron twin: length factor 1/100
well 1.00 nm, barrier 1.20 nm, V0 0.53342 eV
twin energies, mapped (eV): 0.15519 0.49867 0.85435 1.19741
twin energies, grid (eV): 0.15519 0.49867 0.85435 1.19740
largest relative energy difference 5.8e-06
twin energy at optical cut-off gamma = 0: 0.57096 eV
Neglected effects, modes 1, 2:
ridge fraction f of |u|^2: 0.8942, 0.4249
Im W with absorption: 0.1395, 0.0663
f Im eps1: 0.1395, 0.0663
power decay length (nm): 2404, 2109
power lost in one pass of height (%): 4.08, 4.63
wall 88 deg: width +/- 3.49 nm
index change at narrow top: -0.0271, -0.1300
index change at wide bottom: 0.0253, 0.1208
net taper phase (rad): -0.00030, -0.00152
top mode 1 / bottom mode 2 overlap 0.0035
oxide 2 nm per wall, index 1.5 (rough)
index change by oxide: 0.0025, 0.0124
index change at 60 deg: 0.0013, -0.0281
index change at 70 deg: -0.0010, 0.0215
index change, pad of 50 um: -0.00040, 0.00835
thermo-optic coefficient (rough) 4e-04 1/K
index change, 10 K warmer: 0.00419, 0.00478
```
